\section*{A Riccati scheme for interband tunnelling in a two-band Dirac junction}

\section{Definitions and conventions}

The algebra uses atomic units, $\hbar=e=1$. An electron of energy $E$ has potential energy $V(x)$, flat far from the junction, and obeys
\begin{equation}
[\,v\sigma_x p+\Delta\sigma_z+vk_t\sigma_y+V(x)]\psi=E\psi,\qquad p=-i\,d/dx .
\end{equation}
The gap is $2\Delta$, $v$ is the interband velocity and $k_t$ the conserved transverse wavenumber. Define
\begin{equation}
\varepsilon(x)=E-V(x),\quad M=\sqrt{\Delta^2+v^2k_t^2},\quad q=\sqrt{\varepsilon^2-M^2}.
\end{equation}
Here $q$ is an energy; the wavenumber has magnitude $q/v$. Subscripts $L,R$ on $\varepsilon,q,\rho$ denote the flat leads. The left lead is in the conduction band, $\varepsilon_L>M$, and the right lead in the valence band, $\varepsilon_R<-M$. Transport is coherent, and $v$ and $M$ are constant.

At $k_t=0$, $\sqrt{\Delta^2+v^2k^2}\simeq\Delta+v^2k^2/(2\Delta)$, so the band-edge mass is $m^*=\Delta/v^2$. To use eV and nm, replace $v$ by $\hbar v$ in the equations; the mass relation then reads $m^*=\hbar^2\Delta/(\hbar v)^2$.

\section{From the spinor to a Riccati equation}

A constant rotation about $\sigma_x$ turns $\Delta\sigma_z+vk_t\sigma_y$ into $M\sigma_z$ and leaves $\sigma_x p$ unchanged. The further transformation $(\sigma_x+\sigma_z)/\sqrt2$ exchanges $\sigma_x$ and $\sigma_z$. The components $a,b$ are then right and left movers:
\begin{equation}
va'=i(\varepsilon a-Mb),\qquad vb'=i(Ma-\varepsilon b). \label{ab}
\end{equation}
The flux is $j=v(|a|^2-|b|^2)$. From \eqref{ab},
\begin{align}
v(|a|^2)'&=2\,\mathrm{Re}(-iMa^*b)=2M\,\mathrm{Im}(a^*b),\\
v(|b|^2)'&=2\,\mathrm{Re}(iMb^*a)=2M\,\mathrm{Im}(a^*b),
\end{align}
so $j$ is constant. A transmitted wave has $j>0$, hence $|a|>|b|$ everywhere and $r=b/a$ is finite. Its equation is
\begin{align}
vr'&=\frac{vb'}{a}-r\frac{va'}{a}=i(M-\varepsilon r)-ir(\varepsilon-Mr)\nonumber\\
&=i[M(1+r^2)-2\varepsilon r]. \label{ric}
\end{align}

In a flat lead the fixed points are $(\varepsilon\pm q)/M$, whose product is 1. Positive flux selects the one inside the unit circle. With $s=\mathrm{sgn}\,\varepsilon$,
\begin{equation}
\rho=\frac{\varepsilon-sq}{M}=\frac{M}{\varepsilon+sq}. \label{rho}
\end{equation}
The second form avoids cancellation. Since $va'/a=i(\varepsilon-M\rho)=isq$, this wave is $e^{isqx/v}$. In the valence lead its wavenumber is negative although its flux is positive; choosing the wave by $|\rho|<1$ handles both bands.

The unit disc is preserved, because
\begin{align}
v(|r|^2)'&=2\,\mathrm{Re}\{i[Mr^*-2\varepsilon|r|^2+M|r|^2r]\}\nonumber\\
&=2M\,\mathrm{Im}\,r\,(1-|r|^2).
\end{align}
Thus $1-|r|^2$ obeys a linear homogeneous equation and keeps its sign. No pole can occur on the exact solution.

\section{Amplitudes and the flux check}

At the left end the wave is an incident spinor $A(1,\rho_L)$ plus a reflected spinor $AR(\rho_L,1)$, with propagation phases absorbed into $A$ and $R$. Therefore
\begin{equation}
r=\frac{\rho_L+R}{1+\rho_LR}\quad\Longrightarrow\quad R=\frac{r-\rho_L}{1-\rho_Lr}. \label{R}
\end{equation}
The magnitude of $a$ is carried separately by $\ell=\ln|a|^2$:
\begin{equation}
v\ell'=2\,\mathrm{Re}[i(\varepsilon-Mr)]=2M\,\mathrm{Im}\,r,\qquad \ell(x_R)=0. \label{ell}
\end{equation}
At the left end $|a|^2=|A|^2|1+\rho_LR|^2$. Dividing transmitted by incident flux gives
\begin{equation}
T=\frac{1-\rho_R^2}{1-\rho_L^2}\,|1+\rho_LR|^2e^{-\ell(x_L)} . \label{T}
\end{equation}
The total left flux is proportional to
\begin{equation}
|1+\rho_LR|^2-|\rho_L+R|^2=(1-\rho_L^2)(1-|R|^2),
\end{equation}
since the cross terms cancel. Conservation therefore requires $|R|^2+T=1$. Numerically this compares $r$ with the separately integrated $\ell$.

In flux-normalized waves the scattering matrix is unitary. Equal norms of its first row and first column give equal transmission in both directions, so $T$ also applies to valence electrons entering from the right.

\section{Algorithm, cost and stability}

\begin{verbatim}
input eps(x), M, v, xL, xR
rhoL, rhoR = M/(eps + sgn(eps)*sqrt(eps^2-M^2)) at xL, xR
r = rhoR;  ell = 0
integrate from xR down to xL, step <= junction scale:
    r'   = i*(M*(1+r*r) - 2*eps*r)/v
    ell' = 2*M*Im(r)/v
R = (r-rhoL)/(1-rhoL*r)
T = (1-rhoR^2)/(1-rhoL^2)*|1+rhoL*R|^2*exp(-ell)
report T and the defect |R|^2 + T - 1
\end{verbatim}

Storage does not grow with length if only the current state is kept. With strong reflection, the steps of an adaptive explicit method go mainly into the incident side, where $r$ oscillates and their number grows with the accumulated phase $2\int q\,dx/v$. The flat right lead, where $r$ stays at its fixed point, needs far fewer; the junction adds the rest. The step cap is a precaution. Because $r'=0$ in the flat right lead, the error estimate is silent there and the step can grow. A step that reaches the left lead meets $r'\ne0$, since $\rho_R$ is not a fixed point there, and is normally rejected; but a local feature of $V$ within the right lead can be missed if it is narrow enough to fall between the points where the solver evaluates $V$.

For stability, linearize \eqref{ric} about a fixed point $r_0$: $v\,\delta r'=2i(Mr_0-\varepsilon)\delta r$. In a propagating region this is $-2isq\,\delta r$, an oscillation without growth. In the gap, with $\kappa=\sqrt{M^2-\varepsilon^2}$, the fixed points are $r_0=(\varepsilon\pm i\kappa)/M$ and
\begin{equation}
v\,\delta r'=\mp2\kappa\,\delta r .
\end{equation}
Going leftward, errors about the lower fixed point decay as $e^{-2\kappa|x|/v}$, with $|x|$ the distance travelled. The solution is drawn to this point, where $\ell'=-2\kappa/v$, so $|a|^2$ grows leftward as tunnelling requires.

Three numerical limits remain. First, for small $T$ the defect can be small while $1-|R|^2$ has no correct digits; \eqref{T} must be used. If $e^{-\ell}$ underflows, return $\ln T$. Second, cutting a lead where $V$ still varies replaces the tail by a corner. This is harmless once the remaining change of $V$ is negligible against the distance of $\varepsilon$ from the band edge; for a slow tail the error is set by the corner amplitude \eqref{corner} at the local slope and can be small even earlier. Third, if a lead lies in the gap it carries no propagating wave and \eqref{rho} does not apply.

\section{WKB and the abrupt limit}

Following the attracting fixed point through the gap gives the leading exponential
\begin{equation}
T_{\rm WKB}=e^{-2S},\qquad 2S=\frac2v\int_{|\varepsilon|<M}\sqrt{M^2-\varepsilon^2}\,dx. \label{wkb}
\end{equation}
The unit prefactor is an assumption here, to be judged against the exact result below. For a uniform force $F$, $\varepsilon=-Fx$ and the integral is half the area of an ellipse, so $2S=\pi M^2/(vF)$.

At an abrupt step $\psi$ is continuous, so $r=\rho_R$ and $\ell=0$ on its left side. Equation \eqref{R} gives $1+\rho_LR=(1-\rho_L^2)/(1-\rho_L\rho_R)$, and hence
\begin{equation}
T_{\rm step}=\frac{(1-\rho_L^2)(1-\rho_R^2)}{(1-\rho_L\rho_R)^2}. \label{step}
\end{equation}
WKB gives 1, because the forbidden interval has zero length. It misses the mismatch of the two lead spinors. When $M=0$, both $\rho$ vanish and $T=1$: the mismatch comes from $M$, which couples right and left movers.

\section{Smooth junction: the WKB action}

Take $V=(U/2)\tanh(x/w)$, so that $\varepsilon_L=E+U/2$ and $\varepsilon_R=E-U/2$. With $t=\tanh(x/w)$, $dx=w\,dt/(1-t^2)$ and
\begin{equation}
M^2-\varepsilon^2=\frac{U^2}{4}(t-t_1)(t_2-t),\quad t_{1,2}=\frac{2(E\mp M)}U .
\end{equation}
Use $1/(1-t^2)=\frac12[1/(1-t)+1/(1+t)]$. For the first part set $t=m+h\cos\theta$, with $m,h$ the centre and half-width of $[t_1,t_2]$, and $C=1-m$. Writing $h^2\sin^2\theta=(C-h\cos\theta)(C+h\cos\theta)-(C^2-h^2)$,
\begin{equation}
\int_0^\pi\frac{h^2\sin^2\theta}{C-h\cos\theta}d\theta
=\pi\left(C-\sqrt{C^2-h^2}\right),
\end{equation}
by $\int_0^\pi d\theta/(C-h\cos\theta)=\pi/\sqrt{C^2-h^2}$. The root is $\sqrt{(1-t_1)(1-t_2)}=2q_R/U$. The second part follows from $t\to-t$, with $C=1+m$ and root $2q_L/U$. Adding them,
\begin{equation}
2S=\frac{\pi wU}{2v}\left[2-\frac{2(q_L+q_R)}U\right]=\frac{2\pi w\delta}{v},\quad
\delta=\frac{U-q_L-q_R}{2}. \label{S}
\end{equation}

\section{Smooth junction: the exact transmission}

Equation \eqref{ab} gives $Mb=\varepsilon a+iva'$. Differentiate this and multiply by $v$; independently, insert it into $Mvb'=iM^2a-i\varepsilon Mb$:
\begin{align}
Mvb'&=v\varepsilon'a+v\varepsilon a'+iv^2a'',\\
Mvb'&=i(M^2-\varepsilon^2)a+v\varepsilon a'.
\end{align}
Equating the two,
\begin{equation}
v^2a''+(\varepsilon^2-M^2-iv\varepsilon')a=0. \label{second}
\end{equation}
Let $\zeta=(1+t)/2$. Then $\zeta'=2\zeta(1-\zeta)/w$ and $\varepsilon=\varepsilon_L-U\zeta$. With $\Theta=\zeta(1-\zeta)d/d\zeta$,
\begin{equation}
\frac{4v^2}{w^2}\Theta^2a+\left[\varepsilon^2-M^2+\frac{2ivU}{w}\zeta(1-\zeta)\right]a=0.
\end{equation}
There are three regular singular points, so the exponents determine the hypergeometric solution. At $\zeta=0$ and $1$ they are $\pm\alpha$ and $\pm\beta$, where
\begin{equation}
\alpha=\frac{iwq_L}{2v},\qquad\beta=\frac{iwq_R}{2v},\qquad\nu=\frac{iwU}{2v}.
\end{equation}
At infinity, $a\sim\zeta^\sigma$ requires $\sigma(\sigma+1)=\nu^2+\nu$, so $\sigma=\nu$ or $-1-\nu$. On the right $1-\zeta\simeq e^{-2x/w}$, and the outgoing wave $e^{-iq_Rx/v}$ is $(1-\zeta)^\beta$. Thus
\begin{equation}
a=\zeta^\alpha(1-\zeta)^\beta\,{}_2F_1(\alpha+\beta-\nu,\alpha+\beta+1+\nu;1+2\beta;1-\zeta).
\end{equation}
On the left $\zeta^\alpha\simeq e^{iq_Lx/v}$ is the incident wave. The standard connection formula gives its coefficient,
\begin{equation}
c=\frac{\Gamma(1+2\beta)\Gamma(-2\alpha)}{\Gamma(1+\beta-\alpha+\nu)\Gamma(\beta-\alpha-\nu)}.
\end{equation}
The imaginary parts of the denominator arguments are $w(q_R+\delta)/v$ and $-w(q_L+\delta)/v$. For real $y$, $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$ and $|\Gamma(iy)|^2=\pi/(y\sinh\pi y)$. With $s(y)=\sinh(\pi wy/v)$,
\begin{equation}
|c|^2=\frac{q_R(q_L+\delta)}{q_L(q_R+\delta)}\,
\frac{s(q_L+\delta)s(q_R+\delta)}{s(q_L)s(q_R)} .
\end{equation}

Now $T=(1-\rho_R^2)/[(1-\rho_L^2)|c|^2]$. From \eqref{rho}, $1-\rho^2=2q/(|\varepsilon|+q)$. Put $P=|\varepsilon|+q$ in each lead, so $M^2/P=|\varepsilon|-q$. Because $U=\varepsilon_L+|\varepsilon_R|$,
\begin{equation}
2(q_R+\delta)=\frac{M^2}{P_L}+P_R,\qquad 2(q_L+\delta)=P_L+\frac{M^2}{P_R}.
\end{equation}
The algebraic prefactor of $T$ is therefore
\begin{equation}
\frac{P_L(q_R+\delta)}{P_R(q_L+\delta)}=\frac{M^2+P_LP_R}{P_LP_R+M^2}=1,
\end{equation}
leaving
\begin{equation}
T=\frac{s(q_L)s(q_R)}{s(q_L+\delta)s(q_R+\delta)}. \label{exact}
\end{equation}

With $g(y)=1-e^{-2\pi wy/v}$ this reads
\begin{equation}
\frac{T}{T_{\rm WKB}}=\frac{g(q_L)g(q_R)}{g(q_L+\delta)g(q_R+\delta)}. \label{ratio}
\end{equation}
Since $\delta>0$ and $g$ increases towards 1, the ratio lies between $g(q_L)g(q_R)$ and 1. WKB overestimates $T$ for this profile, and $wq/v\gg1$ in both leads suffices to make it accurate. A large action is not required. At mid-window, $E=0$, the limit $w\to0$ gives $(2q/U)^2$, in agreement with \eqref{step}. The opposite limit, $w\to\infty$ at fixed $F=U/(2w)$, has $\delta=U/2-q\to M^2/U$ and recovers $e^{-\pi M^2/(vF)}$.

\section{Corners in a constant-field junction}

A linear ramp between flat leads has corners in $V$. To isolate their effect, define $R(x)$ by \eqref{R} with the local $\rho(x)$ of the conduction region. At fixed $\rho$, factor \eqref{ric} as $vr'=-i(M/\rho)(r-\rho)(1-\rho r)$. Multiplication by $\partial R/\partial r=(1-\rho^2)/(1-\rho r)^2$ gives $-iM(1/\rho-\rho)R=-2iqR$. Also
\begin{equation}
\frac{\partial R}{\partial\rho}=-\frac{1-R^2}{1-\rho^2},\quad
\rho'=-\frac{\varepsilon'\rho}{q},\quad \frac{\rho}{1-\rho^2}=\frac{M}{2q}.
\end{equation}
Together,
\begin{equation}
R'=-\frac{2iq}{v}R+\frac{M\varepsilon'}{2q^2}(1-R^2). \label{band}
\end{equation}
This form is singular at a band edge, which is why $r$ is integrated instead. Where $R$ is small and varies slowly, $R\simeq M\varepsilon'v/(4iq^3)$ on the ramp but zero in the lead. The jump is the corner reflection, of magnitude
\begin{equation}
|r_c|=\frac{MFv}{4q^3}. \label{corner}
\end{equation}
Multiple reflection between corner and barrier multiplies $T$ by $|1-r_cr_b|^{-2}\simeq1+2\,\mathrm{Re}(r_cr_b)$, where $|r_b|\le1$ is the barrier reflection. To leading order, two equal corners change $T$ by at most a fraction $4|r_c|$; the phase fixes the sign.

\section{Worked example}

Take a gap of 0.36 eV, $m^*=0.024\,m_0$, $U=0.8$ eV, $w=10$ nm and $k_t=0$. Then $\hbar v=0.756$ eV\,nm and the peak field is 0.4 MV/cm. At mid-window $q=\sqrt{0.4^2-0.18^2}=0.3572$ eV, and
\begin{equation}
2S=\frac{\pi(10)(0.8-0.7144)}{0.756}=3.56,\qquad T_{\rm WKB}=0.0285.
\end{equation}
The Riccati value is the same to seven printed digits, with a flux defect of $8\times10^{-11}$. A uniform field at the peak value would give 0.0345. The smooth junction transmits less because its field falls away from the centre, which lengthens the forbidden path.

At fixed $U$ and mid-window energy, narrowing the junction gives:
\begin{center}
\begin{tabular}{cccc}
$w$ (nm)&$T$&$T_{\rm WKB}$&ratio\\
0.1&0.796&0.965&0.825\\
1&0.679&0.701&0.968\\
2&0.490&0.491&0.997\\
5&0.169&0.169&1.000
\end{tabular}
\end{center}
The abrupt value is $(0.16-0.0324)/0.16=0.7975$. WKB is 1\% too high near $w=1.5$ nm, where the peak field is 2.7 MV/cm. The narrowest rows test the formulas only: the envelope Hamiltonian is not reliable when $V$ changes appreciably over a lattice spacing. At 2 nm the scalar-barrier form $1/(1+e^{2S})$ would give 0.329, far from 0.490.

Width alone does not guarantee accuracy. At $w=10$ nm and 0.5 meV from the window edge, $T/T_{\rm WKB}=0.672$; at 8 meV it is 0.989. Here $q_R\to0$ and \eqref{ratio} reduces nearly to $g(q_R)$. The effect on the mean over the 0.44 eV window is slight, 0.017221 against 0.017223, because the affected strip is narrow and $T$ is small there.

A 20 nm ramp at 0.4 MV/cm has $T=0.0314$, which is 9\% below uniform-field WKB. Equation \eqref{corner} gives $|r_c|=0.030$, hence a leading-order limit of 12\%. For longer ramps at the same field, ending at $|\varepsilon|$ between 1.0 and 1.1 eV, the deviations ranged from about $-0.98$ to $+0.98$ of $4|r_c|$, so corners can raise or lower $T$.

Two further tests probe the scheme. Slice-by-slice propagation of the original spinor at $E=0.05$ eV, $w=2$ nm and $\hbar vk_t=0.10$ eV gave $T=0.376177$, as did the Riccati equation. At $w=150$ nm, \eqref{T} and \eqref{exact} both gave $6.80\times10^{-24}$, while $1-|R|^2$ gave $-9.7\times10^{-10}$, which is integration error. The numerical output lists the remaining values.

\section{Relation to a real junction}

The gap and mass are rounded values in the regime of InAs (roughly 0.35 eV and 0.02--0.03 $m_0$). The field is modest for a tunnel transistor, where about 1 MV/cm is a rough design scale, but it is roughly ten times the bulk breakdown field of InAs (about 0.04 MV/cm). The model does not test whether avalanche multiplication stays small in a junction this thin. With a rough relative permittivity of 15, the peak curvature of $V$ needs a charge density of $2.6\times10^{18}$ cm$^{-3}$. Doping at that level, with a rough heavy-hole mass of $0.4\,m_0$ and Fermi depths estimated at zero temperature, implies a reverse bias of roughly 0.2 to 0.3 V and, at 300 K, roughly 20\% filling of the n-side states at mid-window, which blocks part of the current. At 300 K the p side is not degenerate at this doping: its Fermi level lies about 0.02 eV inside the gap, which moves the bias from 0.24 to 0.28 V, and the thermal shift on the n side lowers the filling from 22\% to 18\%.

Of the corrections to the mid-window, $k_t=0$ number that are sized here, the largest are geometric. Averaging over the transverse momenta that propagate in both leads multiplies it by 0.065 when they fill a disc (weight uniform in $k_t^2$, isotropy assumed), and by 0.23 for a single transverse direction (weight uniform in $k_t$). Confinement in a 15 nm film, estimated with $k_t=\pi/(15\ \mathrm{nm})$ at unchanged $U$ and $w$, raises the two-band gap to 0.48 eV and gives a factor 0.046. This estimate is sensitive to the wall condition: an infinite-mass wall in this Hamiltonian requires $\tan k_tL=-\hbar vk_t/\Delta$, which gives 0.44 eV and a factor 0.14. Heavy holes, which form the top valence subband of a real film, are outside the model. Raising the gap by 0.05 eV at fixed $v$ gives 0.32; a 10\% higher field at fixed $U$ gives 1.38. These exceed the WKB error at mid-window by orders of magnitude.

The free-electron kinetic term omitted from the Hamiltonian is about 2 meV at midgap; other remote-band terms are not sized. A mid-window electron emerges with 0.22 eV of kinetic energy, below the gap, but one at the top of the window can have 0.44 eV, so impact ionization is not excluded there. Phonon- and trap-assisted tunnelling are also absent, so the calculated $T$ does not set an upper bound on leakage.

\section*{Values computed for the example and the checks}
\begin{verbatim}
hbar*v = 0.7560 eV nm; gap 0.36 eV; mass 0.024 m0
drop U = 0.8 eV; width parameter w = 10.0 nm
peak field = 0.400 MV/cm
mid-window q = 0.3572 eV; k = 0.4725 1/nm
spinor test: T slices 0.3761768, Riccati 0.3761770
abrupt step: T = 0.79750; WKB = 1.0
w (nm), T Riccati, T WKB, ratio, flux defect:
    0.1 7.960164e-01 9.650618e-01 0.824835 8e-15
    0.5 7.625558e-01 8.370965e-01 0.910953 2e-13
    1.0 6.785639e-01 7.007306e-01 0.968366 2e-12
    2.0 4.897041e-01 4.910233e-01 0.997313 6e-12
  at 2 nm the scalar form 1/(1+exp(2S)) = 0.3293
    5.0 1.689488e-01 1.689489e-01 0.999999 4e-11
   10.0 2.854372e-02 2.854372e-02 1.000000 8e-11
   20.0 8.147440e-04 8.147440e-04 1.000000 1e-10
w = 150 nm: T amplitude 6.80235e-24, exact 6.80235e-24
  same case from 1-|R|^2: -9.7e-10
WKB 1% too high at w = 1.486 nm = 14.86 angstrom
  peak field there = 2.7 MV/cm
w = 10 nm, distance from window edge (meV), T, T/WKB:
    0.5 2.13771e-04 0.6724
    2.0 4.65870e-04 0.8932
    8.0 1.23853e-03 0.9890
   50.0 8.06558e-03 1.0000
window 0.44 eV: mean T 0.017221, WKB 0.017223
uniform-field WKB at peak field = 0.03452
ramp with corners: width 20.0 nm, T = 0.03139, ratio 0.9092
  corner amplitude 0.0299; 4x = 0.1194
  long ramps: deviation/(4x corner) from -0.969 to 0.979
neglected effects, as factors on mid-window T:
  mean over transverse momenta: 0.065
  15 nm film: gap 0.479 eV, factor 0.046
  gap +0.05 eV (v fixed): 0.319
  field +10%: 1.382
  energy shifted by kT(300 K) = 0.0259 eV: 0.980
free-electron term at midgap = 2.16 meV
doping needed = 2.55e+18 cm^-3 (rough eps_r 15)
Fermi depth: n side 0.187 eV, p side 0.017 eV (rough mass 0.4 m0)
reverse bias implied = 0.236 V
n-side filling at mid-window, 300 K = 0.217
kinetic energy after tunnelling = 0.22 eV; gap 0.36 eV
\end{verbatim}
